Oxide thickness variation from conductive-probe current contrast

**Question**

A conductive probe rests on a thin oxide grown on a metallic electrode. At the same bias of 0.1 V, one spot carries ten times the current of another. The oxide is modelled as a rectangular barrier of height φ = 3.0 eV above the Fermi level, with tunnelling mass m = 0.4 electron masses. The thick spot has d = 1.5 nm. Contact area, barrier and mass are the same at both spots. Tunnelling is elastic and coherent. For a free electron and a 1 eV barrier, the amplitude decay constant is 5.123 nm⁻¹.

(a) For normal incidence and identical electrodes, find the transmission probability when the barrier is thick compared with the decay length.

(b) Convert the tenfold contrast into a thickness difference, keeping the exponential dependence alone.

(c) Electrons also arrive at oblique angles. Find the low-bias conductance per area for a wide Fermi sea, and correct the answer to (b).

(d) Find the current density at finite bias. What thickness difference does a tenfold contrast mean at 4 V on a 5 nm film?

(e) Which other differences between the spots could imitate a thickness change, and how far can the answer be trusted for a real oxide?

**Answer to (a)**

Let the electrodes have wavenumber k and mass m_el. The electron lies φ below the barrier top, so in the oxide

ψ'' = κ²ψ, κ = √(2mφ)/ħ.

The wave is

left: exp(ikx) + r exp(−ikx)
oxide: A exp(−κx) + B exp[κ(x−d)]
right: t exp[ik(x−d)].

We use the standard matching conditions, which conserve current: ψ and ψ'/mass are continuous. Define q = k/m_el, p = κ/m and f = exp(−κd). At x = d,

Af + B = t, p(−Af + B) = iqt.

Dividing the second equation by p, then adding it to or subtracting it from the first, gives

B = t(p + iq)/(2p), A = t(p − iq)/(2pf).

At x = 0,

1 + r = A + Bf, iq(1 − r) = p(−A + Bf).

Multiplying the first by iq and adding the second removes r:

2iq = −A(p − iq) + Bf(p + iq).

Inserting A and B and solving for t,

t = 4ipqf / [−(p − iq)² + f²(p + iq)²].

The electrodes are identical, so T = |t|². For f² ≪ 1 the second term in the denominator is negligible, and |(p − iq)²| = p² + q². Therefore

T = M exp(−2κd), M = 16p²q²/(p² + q²)².

The factor M comes from the interfaces and does not contain d. For a metal with a 5 eV Fermi energy and free-electron mass, M = 3.84. It changes the absolute current but cancels from a ratio of two thicknesses.

**Answer to (b)**

Write Δd = d_thick − d_thin, which is positive. With all other factors equal,

I_thin/I_thick = exp(−2κd_thin)/exp(−2κd_thick) = exp(2κΔd).

Setting the ratio to 10 and taking the logarithm,

Δd = ln 10/(2κ).

The decay constant scales as the square root of mass times barrier:

κ = 5.123 × √(0.4 × 3.0) = 5.612 nm⁻¹.

Hence

Δd = 2.3026/11.224 = 0.205 nm, or 2.05 Å.

The parameter uncertainties in part (e) support only about 0.2 nm; further digits are kept here to compare corrections. The factor 2 is present because current follows the squared amplitude. The absolute thickness has dropped out, so the contrast and κ fix the difference. Each 0.1 nm of oxide changes the current by a factor of 3.07.

The neglected f² term is harmless here. Solving the four matching equations in full at 1.5 nm and at 1.5 − 0.205 = 1.295 nm gives a transmission ratio of 9.99999.

**Answer to (c)**

A smooth interface conserves the transverse wavevector k_t. At the Fermi energy, the decay constant κ_t in the oxide obeys

ħ²(k_t² − κ_t²)/(2m) = −φ, so κ_t² = κ² + k_t².

Oblique electrons decay faster. Summing the transmission over transverse states, with two spins and M set to 1,

G/A = (2e²/h) ∫ d²k_t/(2π)² exp(−2κ_t d).

The angular integral gives 2π. Since κ_t dκ_t = k_t dk_t, and a wide Fermi sea allows the upper limit to go to infinity,

G/A = (2e²/h)(1/2π) ∫ from κ to ∞ of u exp(−2ud) du.

Integration by parts gives

G/A = (2e²/h)(1/2π) exp(−2κd) [κ/(2d) + 1/(4d²)].

"Wide" means that the Fermi wavenumber greatly exceeds √(κ/d) = 1.9 nm⁻¹, the scale on which the integrand falls off. The bracket equals (1 + 2κd)/(4d²), so

−d ln G/dd = 2κ − 2κ/(1 + 2κd) + 2/d
= 2κ + 1/d + 1/[d(1 + 2κd)].

The last line uses 2κ/(1 + 2κd) = (1/d)[1 − 1/(1 + 2κd)]. At 1.5 nm the slope is

11.224 + 0.667 + 0.037 = 11.928 nm⁻¹.

A thinner film admits a wider cone of electrons, which adds to the exponential gain. The linear estimate is 2.3026/11.928 = 0.193 nm. Because the slope itself rises as the film thins, the condition G(d − Δd) = 10 G(d) must be solved numerically; it gives 0.192 nm, 6% below the answer to (b).

At 0.1 V and for a contact area of 100 nm², the formula with M = 1 gives 11.9 pA at 1.5 nm and 139 pA at 1.295 nm. Their ratio is 11.7, not 10, which shows the same correction from the other side. The matching factor of the 5 eV metal would raise both currents nearly fourfold.

Restoring the angle-dependent matching factor for the 5 eV metal gives 0.193 nm. A narrow electron pocket centred on k_t = 0 behaves differently. With a Fermi energy of 0.1 eV and electrode mass 0.3, k_t cannot exceed 5.123 × √0.03 = 0.89 nm⁻¹, so κ_t lies between 5.61 and 5.68 nm⁻¹. In the thick-barrier limit, Δd must then lie between 0.203 and 0.205 nm. The full sum gives 0.204 nm at vanishing bias and 0.205 nm at 0.1 V, where the bias is no longer small compared with the pocket's Fermi energy. The exponent-only result is therefore the better approximation for a narrow pocket.

**Answer to (d)**

Take an electron with total energy ε below the source Fermi level and define w = ħ²k_t²/(2m), using the oxide mass. With s = ε + w, the effective barrier at x is φ + s − eVx/d. In the WKB approximation with unit prefactor, the transmission is exp(−S), where

S = (2/ħ) ∫ √{2m[φ + s − eVx/d]} dx

over the region where the bracket is positive. Using the bracket as the integration variable gives

S = [4√(2m) d/(3ħeV)] × {(φ + s)^(3/2) − [max(φ + s − eV, 0)]^(3/2)}.

At zero temperature, electrons with 0 < ε < eV contribute:

J = (2e/h) ∫dε ∫d²k_t/(2π)² exp(−S).

After the angular integral, the transverse measure is k_t dk_t/(2π) = m dw/(2πħ²). Since S depends on ε and w through their sum, the integral at fixed s contributes the permitted length in ε, which is min(s, eV). Thus

J = (2e/h)(m/2πħ²) ∫ from 0 to ∞ of min(s, eV) exp[−S(s)] ds.

When eV is much smaller than the range of s that contributes, min(s, eV) may be replaced by eV and the tilt ignored. This recovers J = (G/A)V. At 0.1 V the thickness difference is still 0.192 nm; at 1 V it is about 0.20 nm for the same 1.5 nm film.

At 4 V the bias exceeds the barrier, and the electron leaves the forbidden region before reaching the far electrode. At s = 0,

S = 4√(2m) φ^(3/2) d/(3ħeV) = 2κd × 2φ/(3eV).

Here 2φ/(3eV) = 0.5, so the exponent changes by 5.61 per nm, half its low-bias rate. For small s, S rises as S(0) + as, with

a = 2κd/(eV) = 11.224 × 5/4 = 14.0 eV⁻¹.

The important energies are a few times 1/a = 0.07 eV, small compared with φ and with eV − φ = 1 eV. Therefore min(s, eV) can be replaced by s, and

∫ s exp(−as) ds = 1/a² ∝ 1/d².

The logarithmic slope is then 5.61 + 2/5 = 6.01 nm⁻¹, giving Δd ≈ 0.383 nm. The full WKB integral gives 0.382 nm.

This integral omits reflection at the far electrode. An electron that emerges inside the oxide can be partly reflected there, and the resulting interference changes with thickness. Solving the wave equation through the tilted barrier, with abrupt interfaces and 5 eV metal electrodes, gives 0.41 nm for the 5 nm film; the same calculation gives 0.43 nm for a 4.5 nm film and 0.37 nm for a 6 nm film. The answer is therefore about 0.4 nm, and applying the low-bias conversion at 4 V would understate the thickness variation by about half. The current itself is tiny: for a 100 nm² contact, the same wave calculation, without image forces, gives about 6 × 10⁻¹⁷ A at 5 nm, or some 400 electrons per second. That is far below the picoampere currents of part (c), so a practical measurement would need a much larger contact or a very sensitive detector.

**Answer to (e)**

First suppose that d is fixed at 1.5 nm and the barrier differs. A tenfold change in the exponential requires

2κ'd = 2κd − ln 10.

Since φ is proportional to κ²,

φ' = φ[1 − ln 10/(2κd)]²
= 3.0 × (1 − 2.3026/16.836)² = 2.24 eV.

In the exponent-only model, a local barrier reduction of 0.76 eV would imitate the entire thickness change. Including the oblique electrons and the matching factor for the 5 eV metal raises the required reduction slightly, to 0.79 eV. Contact area matters too: a twofold area difference imitates ln 2/(2κ) = 0.062 nm. If the brighter spot had twice the area, the exponent-only thickness difference would be 0.205 − 0.062 = 0.143 nm. One current map at one bias cannot separate these causes.

The parameters are roughly those used for thin silicon dioxide. At 0.1 V the thick-spot field is 0.67 MV/cm, far below a rough breakdown field of 10 MV/cm; the 5 nm film at 4 V reaches 8 MV/cm, close to it. The 100 nm² contact is an assumed value, and equality of area from spot to spot is an assumption that a real probe can break, with the 0.062 nm effect found above for a factor of two. Traps, leakage paths, unequal work functions of probe and electrode, and voltage drop in a semiconductor electrode are outside the model and have not been sized.

Material parameters also limit the accuracy. Since Δd ∝ 1/√(mφ), barriers from 3.3 to 2.7 eV give 0.196 to 0.216 nm at fixed mass, while masses from 0.5 to 0.3 give 0.183 to 0.237 nm at fixed barrier. If 0.4 were the band-edge mass in a two-band oxide with a rough gap E_g = 9 eV, κ would be multiplied by √(1 − φ/E_g) = 0.816, and the exponent-only result would become 0.251 nm. This correction does not apply if 0.4 is already an effective constant fitted with a parabolic barrier.

Image forces between ideal metal faces, with a rough optical permittivity of 2.1, raise the thick-spot current by a factor of 26 in the exponential model. Yet Δd rises only from 0.205 to 0.214 nm. At a fixed fraction of the thickness the image energy scales as 1/d, while the path length scales as d, so the gain is nearly the same at both spots and mostly cancels from their ratio. Heating to 300 K raises the zero-bias conductance by 0.8% and leaves the part (c) value at 0.192 nm.

For the stated barrier and mass, the low-bias contrast thus corresponds to about 0.2 nm of effective tunnelling thickness, provided that area and barrier are uniform and direct tunnelling carries the current. Varying barrier and mass together over the ranges above widens the exponent-only result to 0.17–0.25 nm, and the upper end reaches 0.30 nm if the two-band correction also applies. The separate corrections in this answer start from different baselines and should not simply be added.

Calculated quantities

```
Barrier height: 3.0 eV
Oxide mass: 0.4 electron masses
Thick-spot thickness: 1.5 nm
Bias: 0.1 V
Contact area: 100 nm^2
kappa for 1 eV and free mass: 5.1232 1/nm
kappa: 5.6121 1/nm
Current decay constant 2 kappa: 11.2243 1/nm
ln 10: 2.3026
MAIN RESULT thickness difference: 0.2051 nm
Main result in angstrom: 2.051 angstrom
Thin-spot thickness: 1.2949 nm
Current factor per 0.1 nm: 3.072
Exact transmission ratio for this difference: 9.999992
Matching factor M, metal 5 eV, normal incidence: 3.840
WKB current, thick spot (M=1): 11.92 pA
WKB current, thin spot (M=1): 139.26 pA
Ratio of these currents, with prefactor: 11.687
Junction resistance, thick spot: 8.39 Gohm
Field, thick spot: 0.667 MV/cm
Field, thin spot: 0.772 MV/cm
Log slope with prefactor at thick spot: 11.928 1/nm
Thickness difference for a tenfold contrast when including:
 transverse states, WKB, wide sea: 0.1922 nm
 transverse states and matching, metal 5 eV: 0.1928 nm
  its shift on doubling the mesh: 7.0e-15 nm
 same, pocket 0.1 eV, electrode mass 0.3: 0.2043 nm
 WKB wide sea, bias 0.1 V: 0.1923 nm
 WKB wide sea, bias 1 V: 0.1985 nm
  field at 1 V, thick spot: 6.67 MV/cm
 WKB wide sea, 4 V on a 5 nm film: 0.3824 nm
  field at 4 V on 5 nm: 8.0 MV/cm
 WKB wide sea, 300 K, zero bias: 0.1924 nm
  current gain from 300 K: 1.0082
 image force, exponent only: 0.2140 nm
  optical permittivity (rough): 2.1
  image lowering at mid-film: 0.317 eV
  current gain from image force: 25.76
 two-band dispersion, exponent only: 0.2512 nm
  gap (rough): 9.0 eV
Exponent-only difference for other parameters:
 barrier 2.7 eV, mass 0.4: 0.2162 nm
 barrier 3.3 eV, mass 0.4: 0.1956 nm
 barrier 3.0 eV, mass 0.3: 0.2369 nm
 barrier 3.0 eV, mass 0.5: 0.1835 nm
Barrier giving tenfold current at fixed thickness: 2.236 eV
Barrier reduction needed: 0.764 eV
Thickness error from twofold area: 0.0618 nm
```
